\section*{Spin-one rotation functions and mass suppression in electron–positron annihilation to muons}

\section{Definitions and conventions}

The process is $e^-e^+\to\mu^-\mu^+$ through one virtual photon, at lowest order in the electric charge. In the centre-of-mass frame each of the four particles has energy $E$. The electron moves along $+\hat z$, and the $\mu^-$ leaves in the $xz$ plane at angle $\theta$ to it. Rest energies are written $w=mc^2$, with $w_e$ for the electron and $w_\mu$ for the muon. Four-momenta are multiplied by $c$, so that $p=(E,\mathbf k)$ with $k=|\mathbf k|=\sqrt{E^2-w^2}$ and speed $\beta c$, $\beta=k/E$. The metric is $(+,-,-,-)$ and $s=(p_1+p_2)^2=4E^2$.

The dimensionless squared coupling is
\begin{equation}
g^2=\frac{e^2}{\varepsilon_0\hbar c}=4\pi\alpha ,
\end{equation}
which is the quantity written $e^2$ in Heaviside--Lorentz natural units. Helicity is spin projected on a particle's own momentum. The labels $\lambda=\pm1$ are twice the helicity in units of $\hbar$: $\lambda_1$ for the electron and $\lambda_2$ for the positron. Since the positron moves along $-\hat z$, the spin projection of the pair on the electron direction is
\begin{equation}
\Lambda=\tfrac12(\lambda_1-\lambda_2).
\end{equation}
Opposite helicities give $\Lambda=\pm1$; equal helicities give $\Lambda=0$. The muon pair has the analogous projection $\Lambda'$ on the $\mu^-$ direction.

Each vertex contributes $ig\gamma^\mu$, because both negative particles have charge $-e$, and the photon contributes $-ig_{\mu\nu}/s$. The product $(ig)^2(-i)/s=ig^2/s$ equals $i$ times the amplitude's prefactor, so
\begin{equation}
\mathcal M=\frac{g^2}{s}\,j^\mu j'_\mu,\qquad
j^\mu=\bar v\gamma^\mu u,\qquad j'^\mu=\bar u'\gamma^\mu v'.
\label{eq:M}
\end{equation}
Primes denote muon quantities. The result to be derived is
\begin{equation}
\mathcal M=-2g^2a_i a_f\,d^1_{\Lambda\Lambda'}(\theta),\qquad
a=\begin{cases}1,&\text{opposite helicities},\\ w/(\sqrt2E),&\text{equal helicities},\end{cases}
\label{eq:main}
\end{equation}
where $d^1$ is the spin-one rotation matrix, $a_i$ contains $w_e$ and $a_f$ contains $w_\mu$. The sign of each amplitude depends on the phases chosen for the states; the signs given here hold for the spinors defined below.

\section{The spinors}

In the Dirac representation, in $2\times2$ blocks,
\begin{equation}
\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix},\quad
\alpha^i=\gamma^0\gamma^i=\begin{pmatrix}0&\sigma_i\\\sigma_i&0\end{pmatrix}.
\end{equation}
Let $\chi_\pm$ be the spin-up and spin-down two-spinors along $\hat z$. The electron spinor is
\begin{equation}
u=\begin{pmatrix}\sqrt{E+w}\,\chi_{\lambda_1}\\ \lambda_1\sqrt{E-w}\,\chi_{\lambda_1}\end{pmatrix}.
\end{equation}
It solves $(\gamma^\mu p_\mu-w)u=0$. The upper row is $(E-w)\sqrt{E+w}-k\lambda_1^2\sqrt{E-w}=\sqrt{E-w}\,(k-k)=0$, and the lower row is $\lambda_1\sqrt{E+w}\,(k-k)=0$. The normalization is $u^\dagger u=2E$.

Charge conjugation exchanges particle and antiparticle at fixed momentum and spin. The positron spinor is therefore $v=i\gamma^2u_c^*$, where $u_c$ is a particle spinor with the positron's momentum and helicity. This solves $(\gamma^\mu p_\mu+w)v=0$: complex conjugation of the equation for $u_c$ and the identity $\gamma^2\gamma^{\mu*}=-\gamma^\mu\gamma^2$ reverse the sign of the momentum term relative to the mass term.

A positron of helicity label $\lambda_2$ moving along $-\hat z$ has spin label $-\lambda_2$ along $+\hat z$. Thus $u_c$ contains $\chi_{-\lambda_2}$. From $i\sigma_2\chi_-=\chi_+$ and $i\sigma_2\chi_+=-\chi_-$ follows $i\sigma_2\chi_{-\lambda_2}=\lambda_2\chi_{\lambda_2}$, and
\begin{equation}
v=\begin{pmatrix}\lambda_2\sqrt{E-w}\,i\sigma_2\chi_{-\lambda_2}\\-\sqrt{E+w}\,i\sigma_2\chi_{-\lambda_2}\end{pmatrix}
=\begin{pmatrix}\sqrt{E-w}\,\chi_{\lambda_2}\\-\lambda_2\sqrt{E+w}\,\chi_{\lambda_2}\end{pmatrix}.
\label{eq:v}
\end{equation}

\section{The electron current, component by component}

\subsection{The time component}

The Dirac equations give current conservation:
\begin{equation}
(p_1+p_2)_\mu j^\mu=\bar v(\gamma^\mu p_{2\mu}+\gamma^\mu p_{1\mu})u=(-w+w)\bar vu=0 .
\end{equation}
In the centre-of-mass frame $p_1+p_2=(2E,\mathbf0)$, so $2Ej^0=0$. What remains is a spatial vector in the rest frame of the virtual photon. A vector carries angular momentum one, with three possible projections, including zero.

\subsection{The spatial components}

Since $\mathbf j=v^\dagger\boldsymbol\alpha u$ and $\boldsymbol\alpha$ connects upper with lower blocks,
\begin{align}
\mathbf j&=\left[\sqrt{E-w}\,\lambda_1\sqrt{E-w}
-\lambda_2\sqrt{E+w}\sqrt{E+w}\right]\chi_{\lambda_2}^\dagger\boldsymbol\sigma\chi_{\lambda_1}\nonumber\\
&=\left[\lambda_1(E-w)-\lambda_2(E+w)\right]\chi_{\lambda_2}^\dagger\boldsymbol\sigma\chi_{\lambda_1}.
\label{eq:j}
\end{align}
The spin matrix elements are
\begin{equation}
\chi_-^\dagger\boldsymbol\sigma\chi_+=\hat x+i\hat y,\qquad
\chi_+^\dagger\boldsymbol\sigma\chi_-=\hat x-i\hat y,\qquad
\chi_\pm^\dagger\boldsymbol\sigma\chi_\pm=\pm\hat z .
\end{equation}
Define the polarization vectors
\begin{equation}
\boldsymbol\epsilon_{\pm1}=\mp\frac{\hat x\pm i\hat y}{\sqrt2},\qquad
\boldsymbol\epsilon_0=\hat z .
\end{equation}

For opposite helicities, $\lambda_2=-\lambda_1$ and the bracket in Eq.~(\ref{eq:j}) is $2E\lambda_1$. If $\lambda_1=+1$, then $\mathbf j=2E(\hat x+i\hat y)=-2\sqrt2E\,\boldsymbol\epsilon_{+1}$. If $\lambda_1=-1$, then $\mathbf j=-2E(\hat x-i\hat y)=-2\sqrt2E\,\boldsymbol\epsilon_{-1}$. The mass has cancelled.

For equal helicities the bracket is $-2w\lambda_1$ and the matrix element is $\lambda_1\hat z$, so $\mathbf j=-2w\,\boldsymbol\epsilon_0$. The energy has cancelled. Both cases are contained in
\begin{equation}
\mathbf j=-2\sqrt2E\,a_i\,\boldsymbol\epsilon_\Lambda ,
\label{eq:jeps}
\end{equation}
with $a$ as in Eq.~(\ref{eq:main}). The mass suppression is thus a property of the current's length, while the angular dependence will come from its direction.

\section{The angular contribution}

Hermitian conjugation gives $(\bar v\gamma^\mu u)^*=\bar u\gamma^\mu v$. The muon current is therefore the conjugate of the expression just found, with muon mass and rotated axes. The spin rotation $R=e^{-i\theta\sigma_2/2}$ is real and commutes with $\sigma_2$, so the phase relation used in Eq.~(\ref{eq:v}) survives the rotation. Hence
\begin{equation}
\mathbf j'=-2\sqrt2E\,a_f\,\boldsymbol\epsilon'^*_{\Lambda'} ,
\end{equation}
where $\boldsymbol\epsilon'$ is built from the rotated axes
\begin{equation}
\hat x'=\hat x\cos\theta-\hat z\sin\theta,\qquad \hat y'=\hat y,\qquad
\hat z'=\hat z\cos\theta+\hat x\sin\theta .
\end{equation}
The time components vanish and the metric gives a minus sign for the spatial product:
\begin{equation}
\mathcal M=-\frac{g^2}{4E^2}\,\mathbf j\cdot\mathbf j'
=-\frac{g^2}{4E^2}\,8E^2a_ia_f\,\boldsymbol\epsilon'^*_{\Lambda'}\cdot\boldsymbol\epsilon_\Lambda
=-2g^2a_ia_f\,\boldsymbol\epsilon'^*_{\Lambda'}\cdot\boldsymbol\epsilon_\Lambda .
\end{equation}

The rotation matrix is $d^1_{\Lambda\Lambda'}=\langle\Lambda|e^{-i\theta J_y}|\Lambda'\rangle=\boldsymbol\epsilon_\Lambda^*\cdot\boldsymbol\epsilon'_{\Lambda'}$, with $J_y$ in units of $\hbar$. It is the conjugate of the overlap above, and it is real, as its elements show:
\begin{align}
d^1_{1,1}&=\tfrac12(\hat x-i\hat y)\cdot(\hat x'+i\hat y)=\tfrac12(1+\cos\theta),\\
d^1_{1,-1}&=-\tfrac12(\hat x-i\hat y)\cdot(\hat x'-i\hat y)=\tfrac12(1-\cos\theta),\\
d^1_{1,0}&=-\tfrac1{\sqrt2}(\hat x-i\hat y)\cdot\hat z'=-\tfrac1{\sqrt2}\sin\theta,\\
d^1_{0,1}&=-\tfrac1{\sqrt2}\hat z\cdot(\hat x'+i\hat y)=\tfrac1{\sqrt2}\sin\theta,\qquad
d^1_{0,0}=\hat z\cdot\hat z'=\cos\theta .
\end{align}
Reversing both projections gives $d^1_{-1,-1}=d^1_{1,1}$, $d^1_{-1,1}=d^1_{1,-1}$, $d^1_{-1,0}=-d^1_{1,0}$ and $d^1_{0,-1}=-d^1_{0,1}$, by the same products. This proves Eq.~(\ref{eq:main}).

\section{The four kinds of amplitude}

Write $(+-)$ for a pair whose negative particle has $\lambda=+1$ and whose positive particle has $\lambda=-1$. There are sixteen helicity combinations, in four groups.

\textbf{Opposite to opposite.} Here $a_i=a_f=1$, and
\begin{align}
\mathcal M(+-\to+-)=\mathcal M(-+\to-+)&=-g^2(1+\cos\theta),\\
\mathcal M(+-\to-+)=\mathcal M(-+\to+-)&=-g^2(1-\cos\theta).
\end{align}
These are the four amplitudes that survive when both masses are set to zero. At fixed $E$ they have the same form with masses present. Each is $-2g^2$ times the overlap between a spin-one state with projection $\pm1$ on one axis and a state with projection $\pm1$ on another.

The zeros follow from conservation of angular momentum. Orbital motion has no projection along the line of flight. At $\theta=\pi$ a final pair with $\Lambda'=+1$ along $-\hat z$ has projection $-1$ along $+\hat z$, orthogonal to an initial $\Lambda=+1$. This is why $1+\cos\theta$ vanishes there. The factor $1-\cos\theta$ vanishes at $\theta=0$ for the same reason.

\textbf{Equal to opposite.} Here $a_i=w_e/(\sqrt2E)$, so
\begin{equation}
|\mathcal M|=2g^2\,\frac{w_e}{\sqrt2E}\,\frac{\sin\theta}{\sqrt2}=g^2\frac{m_ec^2}{E}\sin\theta .
\label{eq:eqop}
\end{equation}
The suppression is one power of electron rest energy over beam energy in the amplitude, and two powers in the rate.

\textbf{Opposite to equal.} The same calculation with the masses exchanged gives $|\mathcal M|=g^2(m_\mu c^2/E)\sin\theta$.

\textbf{Equal to equal.} Both factors appear, and $|\mathcal M|=g^2(m_ec^2\,m_\mu c^2/E^2)|\cos\theta|$.

\section{Why equal helicities are suppressed}

\subsection{What angular momentum does not forbid}

An equal-helicity pair has $\Lambda=0$, which is an allowed projection of spin one. Conservation of angular momentum therefore cannot explain the factor $w_e/E$. A different spin-one coupling shows this directly. Take the tensor current $T^i=\bar v\sigma^{0i}u$, with $\sigma^{0i}=i\gamma^0\gamma^i=i\alpha^i$. It is the structure by which an additional magnetic moment would couple to a photon at rest. The extra $\gamma^0$ in $\bar v=v^\dagger\gamma^0$ reverses the sign of the lower block of $v$, so Eq.~(\ref{eq:j}) changes to
\begin{equation}
\mathbf T=i\left[\lambda_1(E-w)+\lambda_2(E+w)\right]\chi_{\lambda_2}^\dagger\boldsymbol\sigma\chi_{\lambda_1}.
\end{equation}
At $w=0$ this vanishes for opposite helicities and equals $2iE\hat z$ for equal ones. The selection is reversed, although $\mathbf T$ is also a spatial vector.

\subsection{What chirality forbids}

The property that distinguishes the two couplings is chirality, the eigenvalue of
\begin{equation}
\gamma^5=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad P_{R,L}=\tfrac12(1\pm\gamma^5).
\end{equation}
The matrices $\gamma^0\gamma^\mu$ commute with $\gamma^5$, so
\begin{equation}
j^\mu=v^\dagger\gamma^0\gamma^\mu u=(P_Rv)^\dagger\gamma^0\gamma^\mu(P_Ru)+(P_Lv)^\dagger\gamma^0\gamma^\mu(P_Lu).
\label{eq:chir}
\end{equation}
The vector coupling joins only components of equal chirality. At zero mass the spinors reduce to $u=\sqrt E(\chi_{\lambda_1},\lambda_1\chi_{\lambda_1})$ and $v=\sqrt E(\chi_{\lambda_2},-\lambda_2\chi_{\lambda_2})$, whence $\gamma^5u=\lambda_1u$ and $\gamma^5v=-\lambda_2v$. The coupling then requires $\lambda_1=-\lambda_2$. The tensor coupling contains one more $\gamma^0$, which anticommutes with $\gamma^5$, and requires $\lambda_1=\lambda_2$.

\subsection{How the mass restores the current}

With a mass, a helicity state is no longer a chirality state. For $\lambda_1=+1$,
\begin{equation}
P_Lu=\tfrac12\left(\sqrt{E+w}-\sqrt{E-w}\right)\begin{pmatrix}\chi_+\\-\chi_+\end{pmatrix},
\end{equation}
with squared norm $\tfrac12(2E-2k)=E-k$. Divided by $u^\dagger u=2E$, this gives the probability of the wrong chirality:
\begin{equation}
P_{\rm wrong}=\frac{1-\beta}2\simeq\frac{w^2}{4E^2}\qquad(w\ll E).
\end{equation}
The corresponding amplitude is about $w/2E$.

For equal helicities, each term of Eq.~(\ref{eq:chir}) pairs the large chiral component of one particle, of norm $\sqrt{E+k}$, with the small component of the other, of norm $\sqrt{E-k}$. The product is $\sqrt{E^2-k^2}=w$, without approximation. The two terms must now be added with their signs. Their difference involves $\gamma^5$. For $\lambda_1=\lambda_2=\lambda$,
\begin{align}
v^\dagger\alpha^z\gamma^5u&=\lambda v^\dagger u=\lambda(k-k)=0,\\
v^\dagger\gamma^5u&=\lambda(E-w)-\lambda(E+w)=-2\lambda w .
\end{align}
The first line uses $\alpha^z\gamma^5=\operatorname{diag}(\sigma_3,\sigma_3)$. The right and left contributions along $z$ are therefore equal, $-w$ each, and add to $-2w$. Their time components are $-\lambda w$ and $+\lambda w$, which cancel as current conservation demands. The factor $m_ec^2/E$ in Eq.~(\ref{eq:eqop}) is the sum of two chirality admixtures, one from each beam particle, each of relative size $w_e/2E$ at high energy.

\section{Weights in the cross section}

The rate per unit flux follows from the golden rule. With the spinor normalization used here, the flux factor is $(2E)(2E)(2\beta_e)=8E^2\beta_e$. In the two-body phase space, momentum conservation removes one momentum integral, leaving
\begin{equation}
d\Phi=\frac{d\Omega}{4\pi^2}\int\frac{k^2\,dk}{4E_k^2}\,\delta(2E-2E_k)=\frac{\beta_\mu}{32\pi^2}\,d\Omega ,
\end{equation}
where $E_k=\sqrt{k^2+w_\mu^2}$ and $k\,dk=E_k\,dE_k$. The factor $(\hbar c)^2$ converts inverse energy squared to area:
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{(\hbar c)^2}{256\pi^2E^2}\,\frac{\beta_\mu}{\beta_e}\,|\mathcal M|^2 .
\end{equation}

Every element of $d^1$ has the same integrated weight, $\int|d^1_{\Lambda\Lambda'}|^2d\Omega=4\pi/3$. For example, $2\pi\int_{-1}^1\frac14(1\pm x)^2dx=2\pi\cdot\frac23$, and the squares $\frac12(1-x^2)$ and $x^2$ also integrate to $\frac23$. The total weights are thus set by the factors $a^2$ alone. Summing over the muon helicities gives $\sum a_f^2=2(1+w_\mu^2/2E^2)$, and for fixed beam helicities
\begin{equation}
\sigma_i=\frac{g^4(\hbar c)^2}{24\pi E^2}\,\frac{\beta_\mu}{\beta_e}\left(1+\frac{w_\mu^2}{2E^2}\right)a_i^2,
\qquad
\frac{\sigma_{++}}{\sigma_{+-}}=\frac{w_e^2}{2E^2}.
\label{eq:ratio}
\end{equation}
Averaging over the four beam states, with $\frac14\sum a_i^2=\frac12(1+w_e^2/2E^2)$ and $g^2=4\pi\alpha$, gives
\begin{equation}
\sigma=\frac{4\pi\alpha^2(\hbar c)^2}{3s}\,\frac{\beta_\mu}{\beta_e}
\left(1+\frac{w_e^2}{2E^2}\right)\left(1+\frac{w_\mu^2}{2E^2}\right).
\end{equation}

Two limits show the range of the suppression. At high energy the equal-helicity groups drop out, and the average of $|\mathcal M|^2$ is $\frac{g^4}{4}[2(1+\cos\theta)^2+2(1-\cos\theta)^2]=g^4(1+\cos^2\theta)$. Near threshold, $E\to w_\mu$, the muon factor is $a_f^2\to\frac12$ for equal helicities, which then supply one third of the muon pairs. The electron factor stays small even there, because the reaction requires $E\ge w_\mu$ and hence $w_e/E\le m_e/m_\mu$.

\section{A numerical case}

Take beams of $E=1.0\times10^{-9}$~J each. The rest energies are $w_e=8.187\times10^{-14}$~J and $w_\mu=1.693\times10^{-11}$~J, so $w_e/E=8.187\times10^{-5}$ and $w_\mu/E=1.693\times10^{-2}$. The coupling is $g^2=0.09170$. At $\theta=60^\circ$ the moduli are
\begin{align}
|\mathcal M(+-\to+-)|&=0.09170\times1.5=0.1376,\\
|\mathcal M(+-\to-+)|&=0.09170\times0.5=0.0459,\\
|\mathcal M(+-\to++)|&=0.09170\times1.693\times10^{-2}\times0.866=1.34\times10^{-3},\\
|\mathcal M(++\to+-)|&=0.09170\times8.187\times10^{-5}\times0.866=6.50\times10^{-6},\\
|\mathcal M(++\to++)|&=0.09170\times8.187\times10^{-5}\times1.693\times10^{-2}\times0.5\nonumber\\
&=6.355\times10^{-8}.
\end{align}
The first two differ by a factor 3, and their rates by 9. This is the effect of rotation alone. The channel $(+-\to+-)$ sends the fraction $\int_0^1(1+x)^2dx\big/\int_{-1}^1(1+x)^2dx=7/8$ of its $\mu^-$ into the forward hemisphere.

The wrong-chirality probability of a beam electron is $(8.187\times10^{-5})^2/4=1.68\times10^{-9}$. Equation~(\ref{eq:ratio}) gives $\sigma_{+-}=1.115\times10^{-37}$~m$^2$ and $\sigma_{++}=3.74\times10^{-46}$~m$^2$, a ratio of $3.35\times10^{-9}$. The unpolarized value is
\begin{equation}
\sigma=\tfrac14(2\sigma_{+-}+2\sigma_{++})=5.57\times10^{-38}\ \text{m}^2=0.557\ \text{nb}.
\end{equation}
If a fraction $f$ of collisions in a nominally equal-helicity experiment had opposite helicities, they would contribute about $f\sigma_{+-}$. This exceeds the lowest-order equal-helicity cross section $\sigma_{++}$ once $f$ is larger than about $3.35\times10^{-9}$. The comparison concerns the one-photon amplitude only and does not set the muon yield of real equal-helicity beams. A beam particle can flip its helicity by emitting a nearly collinear photon, and this process has no mass suppression. With $z$ the squared invariant mass of the muon pair divided by $s$, $d\sigma_{++}/dz\simeq(\alpha/\pi)(1-z)\,\sigma_{+-}(zs)$. At this energy $e^-e^+\to\mu^-\mu^+\gamma$ from equal-helicity beams amounts to about $1.6\times10^{-2}\sigma_{+-}$ in total, $4.5\times10^{-4}\sigma_{+-}$ for $z>0.5$ and $1.2\times10^{-7}\sigma_{+-}$ for $z>0.99$, in each case far above the lowest-order $\sigma_{++}$.

These are tree-level QED values. They leave out $Z$ and Higgs exchange, loop corrections and photon emission, so the digits shown belong to the lowest-order formula and not to a measurement. At this energy, $\sqrt s=12.5$~GeV, vacuum polarization by lepton loops alone raises the cross sections by about $4.6\%$. $Z$ exchange changes the amplitude ratio 3 to about 2.96, the rate ratio 9 to about 8.8, and $\sigma_{+-}$ by about $0.1\%$. The suppression rule also depends on the type of coupling: a scalar current gives $\bar vu=k(1+\lambda_1\lambda_2)\chi_{\lambda_2}^\dagger\chi_{\lambda_1}$, which selects equal helicities and does not vanish at zero mass. For an $e^-e^+$ final state a second diagram, with the photon exchanged between the scattering particles, must be added, and the single spin-one form no longer describes the whole amplitude.
